# Intermetallic growth under temperature cycling and the Bessel factor I0

If the growth of an intermetallic layer in a solder joint is calculated at the mean temperature of a thermal cycle, the predicted layer is too thin. If it is calculated at the peak temperature, the layer is too thick. For the joint treated below, which starts with a layer of 1 µm and is cycled for 5000 h, the two estimates are 2.92 µm and 5.22 µm, while averaging the growth rate over the cycle gives 3.42 µm. Compared with steady growth at the mean temperature, the hot half of the cycle gains more than the cold half loses, because at this joint's activation energy the rate curves upward as the temperature rises. For a sinusoidal cycle of small amplitude, the average growth constant is approximated by a modified Bessel function, with an error that can be bounded. The imbalance itself is overstated by this approximation, here by about 9% even in the limit of a very small cycle.

Consider a flat layer of thickness $x(t)$, growing by diffusion of one species from the face $y=0$ to a moving front at $y=x$. The concentration is $c_0$ at the fixed face and $c_1$ on the layer side of the front. Beyond the front it is $c_2<c_1$, and nothing diffuses there. The temperature $T(t)$ is uniform across the layer, so the diffusivity $D$ depends on time but not on position. With $u=(c-c_1)/(c_0-c_1)$, diffusion and conservation at the front give

$$
\frac{\partial u}{\partial t}=D(t)\frac{\partial^2u}{\partial y^2},\qquad
\frac{dx}{dt}=-S\,D(t)\left.\frac{\partial u}{\partial y}\right|_{y=x},\qquad
S=\frac{c_0-c_1}{c_1-c_2},
$$

with $u=1$ at $y=0$ and $u=0$ at $y=x$. Both equations carry one factor $D(t)$ on the right. Introducing $\tau$ through $d\tau=D(t)\,dt$ therefore removes it from both. If $S$ does not depend on temperature, what remains is a problem with constant coefficients. Its similarity solution is

$$
u=1-\frac{\operatorname{erf}(y/2\sqrt\tau)}{\operatorname{erf}\lambda},\qquad x=2\lambda\sqrt\tau .
$$

At the front the slope is $\partial u/\partial y=-e^{-\lambda^2}/(\sqrt{\pi\tau}\,\operatorname{erf}\lambda)$, and $dx/d\tau=\lambda/\sqrt\tau$. The front condition then fixes $\lambda$:

$$
\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erf}\lambda=S .
$$

Since $x^2=4\lambda^2\tau$, differentiation with respect to time gives

$$
\frac{d(x^2)}{dt}=4\lambda^2D(T(t))\equiv k(T(t)).
$$

This defines the parabolic growth constant $k$. A convention with $2k$ on the right would change $k$ but not the ratio sought here. A layer that already has thickness $x_0$ is included by starting at $\tau_0=x_0^2/4\lambda^2$, provided its initial concentration profile is the similarity profile.

The derivation does not require the cycle to be slow compared with diffusion across the layer. This was tested by solving the moving-front problem on a fixed grid, with $S=0.50$, $\lambda=0.46479$ and the temperature cycle of the example below. In units where $D=1$ at the mean temperature, four cycles of period 0.20 brought the front to 0.994, where the diffusion time $x^2/D$, with $D$ taken at the mean temperature, is about five periods. The profile relaxes in roughly $x^2/\pi^2D$, about half a period, so the test covers comparable time scales; for much faster cycles the result rests on the change of variable itself. The formula also gives 0.994. This agreement is finer than the grid can guarantee, so it should be read as agreement at the percent level. Without the cycling, the formula would give 0.831.

Now let

$$
k(T)=k_0e^{-Q/k_BT},\qquad T=T_m+A\sin\omega t,\qquad 0<A<T_m,
$$

where $Q$ and $k_0$ are constant and temperatures are absolute. Denote an average over one cycle by angle brackets. Integrating the growth law over a whole number of identical cycles of total duration $t$ gives

$$
x^2=x_0^2+\langle k\rangle t,\qquad \langle k\rangle=F\,k(T_m).
$$

Inside a cycle of period $P$, the true $x^2$ and this straight line both rise from the same starting value to the same final value, a distance $\langle k\rangle P$ apart. Neither ever decreases, so they cannot differ by more than $\langle k\rangle P$.

To find $F$, write $s=\sin\omega t$ and $\varepsilon=A/T_m$. The exponent measured from its value at $T_m$ is

$$
-\frac{Q}{k_B}\left(\frac1T-\frac1{T_m}\right)
=\frac{Q}{k_BT_m}\left(1-\frac1{1+\varepsilon s}\right)
=\frac{zs}{1+\varepsilon s},\qquad
z=\frac{QA}{k_BT_m^2}.
$$

Separating the part linear in the temperature excursion leaves

$$
\frac{zs}{1+\varepsilon s}=zs-\frac{z\varepsilon s^2}{1+\varepsilon s},
$$

as multiplication by $1+\varepsilon s$ confirms. Linearising the exponent means dropping the last term. The exponential itself is kept whole, so $z$ need not be small. The linearised factor is

$$
\langle e^{zs}\rangle=\sum_{m=0}^{\infty}\frac{z^m}{m!}\langle s^m\rangle .
$$

Odd moments vanish because a shift by half a cycle changes $s$ into $-s$. For the even moments, integrate $\sin^{2n-1}\theta\,\sin\theta$ by parts over a cycle. The boundary term is zero, and $\cos^2\theta=1-\sin^2\theta$, so

$$
\langle s^{2n}\rangle=(2n-1)\left(\langle s^{2n-2}\rangle-\langle s^{2n}\rangle\right)
\quad\Rightarrow\quad
\langle s^{2n}\rangle=\frac{2n-1}{2n}\langle s^{2n-2}\rangle .
$$

Starting from $\langle s^0\rangle=1$, repeated use gives $\langle s^{2n}\rangle=(2n)!/(4^n n!^2)$. The factor $(2n)!$ cancels in the series:

$$
\langle e^{zs}\rangle=\sum_{n=0}^{\infty}\frac{(z/2)^{2n}}{(n!)^2}=I_0(z),
\qquad F\approx I_0(z).
$$

For small $z$ this is $1+z^2/4$, so the first effect of cycling is quadratic in the amplitude. For large $z$ the average is dominated by times near the temperature maximum. There $s\approx1-\psi^2/2$, with $\psi$ the phase measured from the maximum, and the Gaussian integral gives $I_0(z)\approx e^z/\sqrt{2\pi z}$. Growth is then confined to a part of the cycle whose width in phase is of order $1/\sqrt z$. This explains why the average lies well below the peak rate even when the hot part dominates.

The dropped term has a definite sign. Since $0\le s^2\le1$ and $1+\varepsilon s\ge1-\varepsilon$,

$$
0\le\frac{z\varepsilon s^2}{1+\varepsilon s}\le\frac{z\varepsilon}{1-\varepsilon}.
$$

Exponentiating and averaging gives bounds on the factor for the full Arrhenius law:

$$
\exp\left(-\frac{z\varepsilon}{1-\varepsilon}\right)I_0(z)\le F\le I_0(z).
$$

The Bessel factor therefore overestimates the growth constant. The physical reason is the curvature of $1/T$: heating by a given amount lowers $1/T$ by less than the linear estimate, and cooling raises it by more. Both errors make the linearised rate too high. The factor is accurate when $z\varepsilon\ll1$, which is the same as $z^2\ll Q/k_BT_m$. The large-$z$ form can be relied on for the full law only if this condition also holds. In the example below $Q/k_BT_m\approx25$, so $z\gg1$ and $z^2\ll Q/k_BT_m$ hardly overlap: the large-$z$ form is 9% below $F$ at $A=20$ K and 12% above it at $A=40$ K.

The leading correction follows by expanding the dropped term at fixed $z$:

$$
F=I_0(z)-z\varepsilon\langle s^2e^{zs}\rangle+O(\varepsilon^2).
$$

Differentiating the series for $I_0$ gives $\langle se^{zs}\rangle=I_0'(z)=I_1(z)$. Integrating the same average by parts gives

$$
I_1=\langle se^{zs}\rangle=z\langle(1-s^2)e^{zs}\rangle
\quad\Rightarrow\quad
\langle s^2e^{zs}\rangle=I_0-\frac{I_1}{z}.
$$

Hence

$$
F=I_0(z)-\varepsilon\left[zI_0(z)-I_1(z)\right]+O(\varepsilon^2).
$$

Small amplitude at fixed $Q$ is a different limit, because $z$ and $\varepsilon$ then shrink together. To second order in $A$,

$$
\exp\left(\frac{zs}{1+\varepsilon s}\right)=1+zs+\frac{z^2s^2}{2}-z\varepsilon s^2+O(A^3).
$$

Reversing the sign of $A$ merely shifts the cycle by half a period, so $F$ is even in $A$ and the cubic terms average to zero. With $\langle s^2\rangle=1/2$ and $\varepsilon/z=k_BT_m/Q$,

$$
F=1+\frac{z^2}{4}\left(1-\frac{2k_BT_m}{Q}\right)+O(A^4).
$$

The Bessel function gives $1+z^2/4$ and misses the bracket. As $A\to0$ the factor $F$ itself becomes accurate, but the enhancement $F-1$ retains a relative error that no reduction of amplitude removes. To make that error small one needs $Q\gg k_BT_m$ as well. If $Q$ were less than $2k_BT_m$, a small cycle would even slow the growth, whereas $I_0$ would still predict an acceleration.

For the example, take $Q=0.80$ eV, $T_m=375$ K, $A=20$ K, $k(T_m)=1.5\times10^{-3}$ µm²/h and $x_0=1$ µm, with 5000 cycles of 1 h. Then $k_BT_m=0.0323$ eV, $Q/k_BT_m=24.76$ and $\varepsilon=20/375=0.0533$, so

$$
z=24.76\times0.0533=1.320,\qquad I_0(z)=1.486,\qquad I_1(z)=0.815 .
$$

The correction is $0.0533\,(1.320\times1.486-0.815)=0.061$, which lowers the factor to 1.425. Direct averaging of the full Arrhenius law gives $F=1.428$, inside the bounds 1.379 and 1.486. The Bessel factor is thus 4.0% above the full average, but its enhancement $I_0-1$ is 13% above $F-1$.

The dependence on amplitude, with all other parameters held fixed, is as follows.

| $A$ (K) | $I_0(z)$ | Full average | Corrected |
|---:|---:|---:|---:|
| 5 | 1.027 | 1.025 | 1.025 |
| 10 | 1.112 | 1.102 | 1.102 |
| 20 | 1.486 | 1.428 | 1.425 |
| 40 | 3.667 | 3.068 | 2.939 |

At 40 K the Bessel factor is 20% too high relative to the full average, and the corrected formula is 4% too low. At the other end, a test with $A=0.5$ K gave $(F-1)/(z^2/4)=0.9193$, against $1-2/24.76=0.9192$ from the small-amplitude formula.

The thickness after 5000 h follows from

$$
x^2=1+(1.5\times10^{-3})(1.428)(5000)=11.71\ \text{µm}^2,
\qquad x=3.42\ \text{µm}.
$$

Using $I_0$ instead gives 3.48 µm. The thickness is less sensitive than the growth constant because of the square root and, to a smaller extent, the initial layer: a 43% increase in $k$ makes the final layer 17% thicker than steady growth at the mean temperature. For a cycle that starts at the mean temperature, the largest departure of $x^2$ from the straight line is $7.4\times10^{-4}$ µm², below its bound of $2.1\times10^{-3}$ µm² and negligible here.

The cycle can also be replaced by a steady temperature $T_{eq}$ with the same average growth constant. Setting $k(T_{eq})=Fk(T_m)$ and taking the logarithm gives

$$
\frac1{T_{eq}}=\frac1{T_m}-\frac{k_B}{Q}\ln F .
$$

Here $T_{eq}=380.5$ K, which is 5.5 K above the mean and well below the peak of 395 K. This equivalence depends on $Q$, so it cannot be carried over to a process with a different activation energy in the same joint.

The waveform also matters. If the joint spends equal times at $T_m+A$ and $T_m-A$, with ramps of negligible duration, then $s=\pm1$ and the linearised factor is $(e^z+e^{-z})/2=\cosh z$. For small $z$ this is $1+z^2/2$, twice the enhancement of the sine, because $\langle s^2\rangle$ is 1 instead of 1/2. In the example $\cosh z=2.006$, while the full Arrhenius average over the two dwells is 1.875. The final thickness becomes 3.88 µm.

These parameters are round numbers in the rough regime of a copper–tin intermetallic under a tin-based solder, and the peak temperature is about 95 K below a rough melting point of 490 K. A real layer usually contains two compounds, Cu₆Sn₅ and Cu₃Sn, which the single constant $k$ lumps together. If their activation energies differ, the lumped $k$ is not a single Arrhenius term, no single $\tau$ removes the temperature, and $F$ computed from one apparent $Q$ is only approximate. Changing $Q$ to 0.70 or 0.90 eV, with $k(T_m)$ held fixed, changes $F$ to 1.32 or 1.56. A real layer may also depart from parabolic growth, since its grains coarsen and leave fewer fast boundary paths. A simple model of this, with the same initial rate, is $dx/dt=kx_0/(2x^2)$. It integrates to $x^3=x_0^3+\tfrac32x_0\langle k\rangle t$ and gives 2.57 µm, a reduction of 25% from 3.42 µm. That is larger than the whole effect of cycling on the thickness, although $F$ still multiplies the growth constant in this model. It does so because the model ties the grain size to the thickness; coarsening with its own activation energy would bring its own cycle factor. A slow interface reaction, represented by a temperature-independent added length $L=0.2$ µm in $dx/dt=k/[2(x+L)]$, gives $(x+L)^2=(x_0+L)^2+\langle k\rangle t$ and a final thickness of 3.29 µm. A constant $L$ means that the reaction has the same activation energy as diffusion; with 0.4 or 1.2 eV instead, and $L=0.2$ µm at $T_m$, the thickness would be 3.23 or 3.32 µm.

Thermal mismatch also produces a stress that cycles with the temperature. If a stress amplitude of 20 MPa acts through an activation volume of 0.025 nm³, both rough assumptions, the work is $0.097\,k_BT_m$. The factor becomes 1.50 if the stress aids growth in the hot phase and 1.36 if it opposes it. Other effects are left unsized, among them composition limits that vary with temperature, electromigration, roughness of the layer, voids, and relaxation of the stress by creep of the solder. The first of these would make $S$ vary during the cycle, and the change of variable from $t$ to $\tau$ would no longer remove the temperature from the problem. The remaining figures are in the numerical output.

## Table of computed values

```
Activation energy Q = 0.80 eV
Mean temperature = 375.0 K; amplitude = 20.0 K
Growth constant at mean temperature = 1.50e-03 um^2/h
Initial thickness = 1.00 um
Period = 1.0 h; cycles = 5000; time = 5000 h
Thermal energy kB*Tm = 0.032315 eV
Q/(kB*Tm) = 24.7563 (dimensionless)
Relative amplitude e = 0.05333 (dimensionless)
Exponent amplitude z = 1.32034; z*e = 0.07042 (dimensionless)
Linearised factor I0(z) = 1.48567; I1(z) = 0.81486
Full Arrhenius factor F = 1.42826 (dimensionless)
Corrected formula = 1.42451 (dimensionless)
Lower bound on F = 1.37917 (dimensionless)
I0 excess over F = 4.019 %
I0-1 excess over F-1 = 13.404 %
Average growth constant, full = 2.14240e-03 um^2/h
Average growth constant, I0 = 2.22851e-03 um^2/h
Equivalent steady temperature = 380.478 K
Final thickness, steady at mean = 2.9155 um
Final thickness, cycled, full = 3.4223 um
Final thickness, cycled, I0 = 3.4846 um
Final thickness, steady at peak = 5.2220 um
A = 5 K: z = 0.3301, I0 = 1.02742, full = 1.02514, corrected = 1.02513
A = 10 K: z = 0.6602, I0 = 1.11196, full = 1.10186, corrected = 1.10167
A = 20 K: z = 1.3203, I0 = 1.48567, full = 1.42826, corrected = 1.42451
A = 40 K: z = 2.6407, I0 = 3.66742, full = 3.06766, corrected = 2.93934
Small-amplitude test: A = 0.5 K
(F-1)/(z^2/4) = 0.91925; limit = 0.91921
Error ratio on halving e at fixed z = 3.9886
Moving front: S = 0.50, lambda = 0.46479 (dimensionless)
Moving front: period = 0.20, time = 0.80 (scaled)
Moving front: grid = 0.9936, formula = 0.9936 (scaled length)
Equal dwells: full = 1.87521, cosh(z) = 2.00586
Final thickness with equal dwells = 3.8812 um
Full factor for Q = 0.70 eV: 1.31750
Full factor for Q = 0.90 eV: 1.55992
Assumed interface-resistance length = 0.20 um
Final thickness with interface resistance = 3.2860 um
Final thickness with cubic coarsening law = 2.5747 um
Assumed stress = 20 MPa; volume = 0.025 nm^3
Stress work/(kB*Tm) = 0.09657 (dimensionless)
Factor with stress aiding/opposing hot phase = 1.50262/1.36106
Ripple in x^2 = 7.417e-04 um^2; bound = 2.142e-03 um^2
Ripple in final thickness = 1.084e-04 um
Peak temperature = 395.0 K; rough melting = 490 K
Margin below rough melting = 95 K
```
